**Thermal mismatch stress in an oxide film on silicon**

The program tests $\sigma=-M_f\,\Delta\alpha\,\Delta T$, where $\sigma$ is the in-plane film stress (tension positive), $M_f$ the biaxial modulus of the oxide, $\Delta\alpha$ the mean expansion coefficient of silicon minus that of the oxide, and $\Delta T$ the positive temperature drop. It asserts that the misfit obtained by multiplying small length changes, with a temperature-dependent silicon expansion, agrees with $-\Delta\alpha\,\Delta T$ apart from terms of second order in the strain. It asserts the biaxial law and the elastic thickness strain by inverting the three-dimensional compliance matrix with a free top surface. It also minimizes the elastic energy of a layered plate, for oxide films of 100 nm and 5 µm on a 500 µm wafer. These minimizations are compared with the finite-wafer corrections for oxide on one or both faces and, for one face, with the sign of bending and the Stoney relation. The output gives a stress of −0.1781 GPa, that is, compression. For the 100 nm film, the yielding of the wafer lowers this by less than 0.04 %, and oxide on one face bends the wafer to a radius of about 421 m.

## Numerical check

```python
"""Thermal stress in a thin oxide film on a thick silicon wafer.

Result under test: stress = -M_f * mismatch * cooling (tension positive).
M_f, M_s       biaxial moduli of film and wafer, Pa
mismatch       mean expansion coefficient of wafer minus that of film, 1/K
cooling        positive temperature drop from the stress-free state, K
h_f, h_s       film and wafer thickness, m
r              stiffness ratio M_f*h_f/(M_s*h_s)
Corrections:   divide the stress by 1+2r (film on both faces, flat wafer)
               or by 1+4r (film on one face, bent wafer, h_f << h_s).
Curvature:     -6*stress*h_f/(M_s*h_s**2), positive if film side is convex.
"""
import numpy as np

mismatch = 2.1e-6
cooling = 975.0
M_f = 87e9
M_s = 180e9
poisson = 0.17
h_f = 100e-9
h_s = 500e-6

misfit = mismatch * cooling
stress = -M_f * misfit
young = M_f * (1 - poisson)
thickness_strain = 2 * poisson / (1 - poisson) * misfit
uniaxial_stress = -young * misfit

# Free lengths followed through cooling, with wafer expansion varying in T.
steps = 975
fraction = (np.arange(steps) + 0.5) / steps
alpha_film = 0.5e-6
alpha_wafer = alpha_film + mismatch * (1 + 0.4 * (1 - 2 * fraction))
dT = cooling / steps
length_film = np.prod(np.full(steps, 1 - alpha_film * dT))
length_wafer = np.prod(1 - alpha_wafer * dT)
elastic_strain = length_wafer / length_film - 1
assert elastic_strain < 0
# The linear formula omits terms of second order in the misfit strain.
assert abs(elastic_strain + misfit) < misfit**2

# Three-dimensional Hooke law with a free top surface.
compliance = (np.eye(3) * (1 + poisson) - poisson * np.ones((3, 3))) / young
stiffness = np.linalg.inv(compliance)
e_zz = (stiffness[2, 0] + stiffness[2, 1]) * misfit / stiffness[2, 2]
stress_3d = stiffness @ np.array([-misfit, -misfit, e_zz])
assert np.isclose(stress_3d[0], stress, rtol=1e-10)
assert np.isclose(stress_3d[1], stress, rtol=1e-10)
assert np.isclose(e_zz, thickness_strain, rtol=1e-10)


def relax_plate(film_thickness, both_faces):
    """Minimize layered-plate energy; return mean film stress and curvature."""
    half = h_s / 2
    layers = [(-half, half, M_s, 0.0),
              (half, half + film_thickness, M_f, misfit)]
    if both_faces:
        layers.append((-half - film_thickness, -half, M_f, misfit))
    nodes, weights = np.polynomial.legendre.leggauss(4)
    rows, targets = [], []
    for low, high, modulus, free_strain in layers:
        z = (low + high) / 2 + (high - low) / 2 * nodes
        root = np.sqrt(modulus / M_s * weights * (high - low) / (2 * h_s))
        rows.append(np.column_stack([root, root * z / h_s]))
        targets.append(root * free_strain)
    solution = np.linalg.lstsq(np.vstack(rows), np.concatenate(targets),
                               rcond=None)[0]
    stretch, scaled_curvature = solution
    z_mid = half + film_thickness / 2
    film_strain = stretch + scaled_curvature * z_mid / h_s - misfit
    return M_f * film_strain, scaled_curvature / h_s


def stoney_curvature(film_thickness):
    return -6 * stress * film_thickness / (M_s * h_s**2)


for film in (h_f, 5e-6):
    ratio = M_f * film / (M_s * h_s)
    thinness = film / h_s
    one_stress, one_curvature = relax_plate(film, False)
    two_stress, two_curvature = relax_plate(film, True)
    # One-face formula omits terms of order ratio*thinness.
    error = abs(one_stress / (stress / (1 + 4 * ratio)) - 1)
    assert error < 10 * ratio * thinness
    assert np.isclose(two_stress, stress / (1 + 2 * ratio), rtol=1e-10)
    assert abs(two_curvature * h_s) < 1e-12
    # Stoney relation omits first-order terms in ratio and thinness.
    assert one_curvature > 0
    error = abs(one_curvature / stoney_curvature(film) - 1)
    assert error < 4 * ratio + 2 * thinness

r = M_f * h_f / (M_s * h_s)
one_face = stress / (1 + 4 * r)
two_faces = stress / (1 + 2 * r)
curvature = stoney_curvature(h_f)

print(f"Mean expansion mismatch: {mismatch:.2e} 1/K")
print(f"Cooling interval: {cooling:.0f} K")
print(f"Oxide biaxial modulus: {M_f / 1e9:.1f} GPa")
print(f"Oxide Poisson ratio: {poisson:.2f} (no unit)")
print(f"Wafer biaxial modulus: {M_s / 1e9:.1f} GPa")
print(f"Oxide thickness: {h_f * 1e9:.0f} nm")
print(f"Wafer thickness: {h_s * 1e6:.0f} micrometre")
print(f"Misfit strain, size: {misfit:.4e} (no unit)")
print(f"Elastic strain from free lengths: {elastic_strain:.4e} (no unit)")
print(f"Oxide stress: {stress / 1e9:.4f} GPa")
print(f"Oxide stress, converted: {stress / 1e6:.1f} MPa")
print(f"Oxide Young modulus: {young / 1e9:.2f} GPa")
print(f"Stress if held in one direction: {uniaxial_stress / 1e9:.4f} GPa")
print(f"Elastic thickness strain: {thickness_strain:.3e} (no unit)")
print(f"Stress change per 100 K: {-M_f * mismatch * 100 / 1e9:.4f} GPa")
print(f"Stiffness ratio r: {r:.3e} (no unit)")
print(f"Reduction, oxide on both faces: {100*(1-two_faces/stress):.4f} %")
print(f"Reduction, oxide on one face: {100*(1-one_face/stress):.4f} %")
print(f"Wafer curvature, one face: {curvature:.3e} 1/m")
print(f"Wafer radius of curvature: {1 / curvature:.0f} m")
print("checks complete")
```

It prints:

```
Mean expansion mismatch: 2.10e-06 1/K
Cooling interval: 975 K
Oxide biaxial modulus: 87.0 GPa
Oxide Poisson ratio: 0.17 (no unit)
Wafer biaxial modulus: 180.0 GPa
Oxide thickness: 100 nm
Wafer thickness: 500 micrometre
Misfit strain, size: 2.0475e-03 (no unit)
Elastic strain from free lengths: -2.0454e-03 (no unit)
Oxide stress: -0.1781 GPa
Oxide stress, converted: -178.1 MPa
Oxide Young modulus: 72.21 GPa
Stress if held in one direction: -0.1478 GPa
Elastic thickness strain: 8.387e-04 (no unit)
Stress change per 100 K: -0.0183 GPa
Stiffness ratio r: 9.667e-05 (no unit)
Reduction, oxide on both faces: 0.0193 %
Reduction, oxide on one face: 0.0387 %
Wafer curvature, one face: 2.375e-03 1/m
Wafer radius of curvature: 421 m
checks complete
```
